# Why and when semilocal potential lineups survive in GW and hybrid offsets

**Q.** For a band offset I am told to take the potential lineup from a semilocal interface calculation and the band edges from GW or a hybrid functional. Why may I mix two levels of theory?

**A.** Because the offset separates into two pieces that feel the theory differently. Let $\Delta$ mean material B minus material A. Let $U$ be the potential energy of an electron in the field of the ions and of the electron density. It contains no exchange or correlation. Average $U$ over planes parallel to the interface, then over one bulk period along the normal $z$ (over the period of each material in turn, if the two differ), and call the result $\bar U(z)$. Far from the interface it is flat if there is no macroscopic field, which I assume. Adding and subtracting the plateau values gives

$$E_v^B-E_v^A=\Delta\bar U+\Delta(E_v-\bar U).$$

The first term is the lineup and needs the interface. The second needs two bulk calculations. The same identity holds for the conduction edge. Mixing is justified if the better theory changes the second term but hardly changes the first.

**Q.** What decides the first term?

**A.** The charge density, through Poisson's equation. I use Hartree atomic units. The electrostatic potential obeys $\phi''=-4\pi\rho$ after planar averaging, with $\rho$ the total charge density, ions included. An electron has $U=-\phi$, so $U''=4\pi\rho$. Averaging over a period commutes with differentiation, hence $\bar U''=4\pi\bar\rho$. Choose $a$ and $b$ on the plateaus of A and B, where $\bar U'=0$, and integrate by parts:

$$\Delta\bar U=\int_a^b\bar U'\,dz=\big[z\bar U'\big]_a^b-\int_a^b z\,\bar U''\,dz=-4\pi\int_a^b z\,\bar\rho\,dz .$$

The origin of $z$ is immaterial, because $4\pi\int_a^b\bar\rho\,dz=\bar U'(b)-\bar U'(a)=0$. No orbital energy appears. With the ions fixed, two theories that give the same density give the same lineup.

That does not make the semilocal lineup correct. If its electron number density is changed by $\delta n$, then $\delta\bar\rho=-\delta\bar n$ and the lineup changes by $4\pi\int z\,\delta\bar n\,dz$. The lineup is as good as the dipole of the density.

**Q.** The self-energy can move band edges by a large part of an electronvolt. How could the density fail to notice?

**A.** Energies and occupied space are different things. Let $H_0$ be the self-consistent semilocal Hamiltonian of the whole interface, $P$ the projector on its occupied orbitals and $Q=1-P$. The density is $n(\mathbf r)=2P(\mathbf r,\mathbf r)$, with 2 for spin. Add a Hermitian correction $D$, for instance the self-energy minus the semilocal exchange-correlation potential, treated as static.

Suppose first that $PDQ=0$, so that $D$ does not mix occupied with empty states. Since $H_0$ commutes with $P$, so does $H_0+D$, and its eigenstates can be chosen to lie wholly in the old occupied space or wholly in the old empty space. As long as the highest level of the first lies below the lowest of the second, the same space is filled. Then $P$, $n$, the Hartree potential and $\Delta\bar U$ are all unchanged, and the old density is still self-consistent. This holds for any strength of $D$ that keeps this order of levels. Meanwhile $PDP$ and $QDQ$ are free to move the edges.

If $PDQ\neq0$, perturbation theory gives each occupied orbital the change

$$|\delta v\rangle=\sum_{j\ne v}|j\rangle\frac{\langle j|D|v\rangle}{E_v-E_j}.$$

In $\delta P=\sum_v(|\delta v\rangle\langle v|+|v\rangle\langle\delta v|)$, the coefficient of $|j\rangle\langle v|$ for two occupied orbitals is

$$\langle j|D|v\rangle\left(\frac1{E_v-E_j}+\frac1{E_j-E_v}\right)=0 .$$

What remains, before the Hartree potential responds, is

$$\delta P=\sum_{v\,\rm occ}\ \sum_{c\,\rm empty}\left(|c\rangle\frac{\langle c|D|v\rangle}{E_v-E_c}\langle v|+\text{h.c.}\right).$$

So the question about the lineup is a question about $PDQ$.

**Q.** My GW calculation keeps the semilocal density. Does its unchanged lineup confirm the argument?

**A.** No. A one-shot GW calculation corrects energies and leaves the density alone by construction. It tells you nothing about the dipole that a self-consistent calculation would produce. A self-consistent hybrid calculation of the interface does test it, at the level of that hybrid.

**Q.** At a real interface the correction differs on the two sides. What does $PDQ$ look like then?

**A.** The bulk shifts alone do not fix it, so I choose one simple correction that knows about both materials. Let $W_v(\mathbf r)$ be the valence shift, equal to $w_v^A$ in A and $w_v^B$ in B, and let $W_c(\mathbf r)$ be the conduction shift. With $\{X,Y\}=XY+YX$, set

$$D=\tfrac12\{W_v,P\}+\tfrac12\{W_c,Q\}.$$

Its first part has the elements $\tfrac12[W_v(\mathbf r)+W_v(\mathbf r')]P(\mathbf r,\mathbf r')$. Two points are joined by the mean of their local shifts, and the range is that of $P$, which is short in an insulator. Deep inside one material $D$ becomes $w_vP+w_cQ$. This shifts each band rigidly and leaves the bulk density unchanged. A real self-energy shifts different states differently, so this is a model of it.

Define the midgap shift $M=\tfrac12(W_v+W_c)$ and the half-opening of the gap $G=\tfrac12(W_c-W_v)$. Then $W_v=M-G$, $W_c=M+G$, and since $P+Q=1$,

$$D=\tfrac12\{M,P+Q\}+\tfrac12\{G,Q-P\}=M+\tfrac12\{G,Q-P\}.$$

Now use $(Q-P)Q=Q$ and $P(Q-P)=-P$:

$$P\{G,Q-P\}Q=PG(Q-P)Q+P(Q-P)GQ=PGQ-PGQ=0.$$

Therefore $PDQ=PMQ$. The gap opening drops out, even if it differs between the materials. If $M$ has the same value everywhere, the interface region included, $PMQ=M\,PQ=0$ and the previous result applies: as long as the old occupied levels stay below the old empty ones, the lineup does not move. Under that condition, a correction of this class can move the lineup only if its midgap shift varies in space. The case treated next is a difference between the two materials, but a shift confined to the interface can also create a dipole.

The result $PDQ=PMQ$ belongs to this form of $D$. Add $a(PGQ+QGP)$ with any real $a$. This term vanishes wherever $G$ is constant, so the bulk shifts and bulk densities are the same, but now $PDQ=P(M+aG)Q$. For $W_c=0$ and $a=1$ the correction is $PW_vP$, which has $PDQ=0$ although $M$ has a step. For constant $M$ and $a\neq0$, a step in $G$ mixes occupied and empty states. What follows is for $a=0$. Which form a real self-energy resembles is a question about the interface that bulk calculations do not answer.

**Q.** And if the midgap shifts differ?

**A.** To first order the electrons respond to $D$ as they would to the local potential $M$, which has a step $\Delta M$. They screen it. Consider a homojunction, the same material on both sides, and a step that is smooth on the atomic scale. The total potential energy felt by the electrons has slope $T=M'+\delta\bar U'$. Since $U=-\phi$, this slope equals the effective electric field, and it induces a polarization $p=\chi T$. The induced charge is $-p'$, so $\delta\bar U''=-4\pi p'$. Both $\delta\bar U'$ and $p$ vanish on the plateaus, hence $\delta\bar U'=-4\pi p$. Then

$$T=M'-4\pi\chi T\quad\Rightarrow\quad T=\frac{M'}{\varepsilon},\qquad \varepsilon=1+4\pi\chi,$$

$$\delta\bar U'=T-M'=-\left(1-\frac1\varepsilon\right)M'\quad\Rightarrow\quad \delta\Delta\bar U=-\left(1-\frac1\varepsilon\right)\Delta M .$$

Here $\varepsilon$ is the static dielectric constant with the ions held fixed. For two different materials I write $\delta\Delta\bar U=-R\,\Delta M$, where $R$ belongs to the interface and to the shape of the step.

**Q.** What does that do to the offset I would report?

**A.** Your composed offset is the old lineup plus corrected bulk edges. It changes the valence offset by $\Delta w_v=\Delta M-\Delta G$. The first-order self-consistent changes are

$$\delta(\Delta E_v)=\Delta w_v-R\,\Delta M=-\Delta G+(1-R)\Delta M,$$

$$\delta(\Delta E_c)=\Delta w_c-R\,\Delta M=+\Delta G+(1-R)\Delta M.$$

For this form of $D$, the composed value minus the self-consistent one is $R\,\Delta M$ for both edges. If the electrons hardly screen, $R\to0$ and the composed scheme is right because no new dipole forms. If they screen strongly, $R\to1$ and the differential midgap shift is cancelled. The offsets then move as if each gap had opened symmetrically, and the composed scheme is wrong by the whole of $\Delta M$.

**Q.** Can you show this where nothing is assumed about the dipole?

**A.** A model of charged planes is enough. It represents no particular material. The planes are $d=2.5$ bohr apart, with one orbital and a core charge $+1$ per area $S=50$ bohr². Cation and anion planes alternate, with bare levels $c+\delta$ and $c-\delta$. The hopping strength is $t=0.05$ Ha, and there are two electrons per cation–anion pair. Motion parallel to the planes is neglected. The uncorrected mean field, which here contains only electrostatics beyond the bare levels, plays the semilocal part. A slab of 59 planes of A and one of 61 planes of B repeat periodically. The structure is mirror symmetric, so no macroscopic field is forced on the slabs.

In the bulk, let each anion carry $q$ extra electrons. A plane of charge $\sigma$ per area changes the slope of $U$ by $4\pi\sigma$. With charges $\pm q/S$ alternating, the slopes between planes are $\pm2\pi q/S$, and anion and cation potentials differ by $2\pi qd/S$. The anion therefore lies above the average by

$$s=\frac{\pi d}{S}\,q=0.157\,q\ \text{Ha},$$

and the cation lies below it by the same amount. The half-difference of levels becomes $\delta-s$. With wave number $k$ along the normal, the bands are $c\pm\sqrt{(\delta-s)^2+4t^2\cos^2kd}$ relative to $\bar U$. Their edges, at $kd=\pi/2$, are $c\pm(\delta-s)$.

For A, $\delta=0.14$ Ha, $c=0$ and $q=0.607$, so $\delta-s=0.0446$ Ha and the gap is 0.089 Ha. For B, $\delta=0.18$ Ha, $c=0.02$ Ha and $q=0.726$, so $\delta-s=0.0660$ Ha and the gap is 0.132 Ha.

The lineup is $-0.0122$ Ha, both from the Poisson solution and from the dipole integral. The bulk valence edges are $-0.0446$ Ha in A and $-0.0460$ Ha in B. Thus

$$\Delta E_v=-0.0122-0.0014=-0.0136\ \text{Ha}.$$

The conduction offset is $+0.0292$ Ha, so A is the well for both carriers.

**Q.** Now open the gaps.

**A.** I open them by 0.02 Ha in A and 0.04 Ha in B, in two ways. In the first, half the opening goes to each edge. Then $\Delta M=0$ and $\Delta w_v=-0.02+0.01=-0.01$ Ha. The composed valence offset is $-0.0136-0.0100=-0.0236$ Ha. For the direct value, I solve the interface self-consistently with $D$ and form the band edges from its Hamiltonian elements around each slab centre. This also gives $-0.0236$ Ha. The solution was started from zero potential, yet it returned to the old density and lineup to within numerical noise.

In the second way the valence edge takes the whole opening. The bulk gaps are the same as before, but now $\Delta w_v=-0.02$ Ha and $\Delta M=-0.01$ Ha. The composed valence offset is $-0.0336$ Ha. The self-consistent lineup rises by 0.0065 Ha, and the direct offset is

$$-0.0336+0.0065=-0.0271\ \text{Ha}.$$

Relative to the direct result, the composed one is in error by $-0.0065$ Ha, or $-0.18$ eV. The conduction offset rises by the same 0.0065 Ha, although no conduction shift was applied. The largest change of charge on any plane is only 0.008 electrons. A density change that looks harmless can matter for the lineup.

**Q.** Does your screening formula account for the 0.0065 Ha?

**A.** Mostly. For small corrections the interface gives $R=0.709$, whether I apply all of $D$ or its midgap part $M$ alone. That agreement tests $PDQ=PMQ$. The first-order change is $-0.709\times(-0.01)=0.0071$ Ha. The actual change is about 9% smaller than this estimate. The difference is of higher order in $D$. I conjecture that the wider gaps make the electrons less polarizable, but I have not isolated that effect.

The homojunction formula can be tested separately, with $\varepsilon$ taken from the bulk bands. In a field $F$, second-order perturbation theory lowers the energy of one electron by $|z_{cv}|^2F^2/(E_c-E_v)$, where $z_{cv}$ is the interband element of position. Equating two such electrons to $\tfrac12\alpha F^2$ gives

$$\alpha=4\left\langle\frac{|z_{cv}|^2}{E_c-E_v}\right\rangle_k,\qquad \varepsilon=1+\frac{4\pi\alpha}{2dS},$$

since a pair of planes occupies the volume $2dS$. No local-field term is needed here: every bulk plane is an inversion centre, so a uniform field cannot change its charge to first order. The result is $\varepsilon=4.17$ for A and 2.36 for B, hence $1-1/\varepsilon=0.760$ and 0.576. The self-consistent homojunctions give the same values, even though their step is abrupt. In this example the $R$ of the A–B interface lies between them.

**Q.** Can I simply check that the midgap shifts agree and stop there?

**A.** No. The midgap rule holds for the form of $D$ chosen above, which the bulk shifts do not single out. It also does not cover a correction that changes the bulk density, since that is not of the rigid-shift kind. As an example, raise the cation levels and lower the anion levels by 0.005 Ha in A and by 0.03 Ha in B. These applied level shifts are symmetric about $c$, yet the lineup changes by 0.0045 Ha, because the correction mixes occupied and empty states. That figure is for shifts that change abruptly at the A–B boundary. Its size depends on where and how sharply they change, so the bulk shifts do not determine it.

There is a second difficulty. I could have used the potential at an anion plane as reference instead of $\bar U$. In each bulk the two differ by $s$. Mark uncorrected quantities by 0 and corrected ones by a prime. The composed offset with the anion reference is

$$\Delta(\bar U_0+s_0)+\Delta(E_v'-\bar U'-s')=\big[\Delta\bar U_0+\Delta(E_v'-\bar U')\big]-\Delta(s'-s_0).$$

The bracket is the composed offset with the average reference. The two agree if $\Delta s$ is unchanged, for example when neither bulk density changes. Here $q$ grows by 0.016 in A and by 0.070 in B, so the last term is $-0.157\times(0.070-0.016)\approx-0.008$ Ha. The composed offsets are $-0.0302$ Ha with the average reference and $-0.0386$ Ha with the anion reference. The direct value is $-0.0257$ Ha. Neither composed value is right. A reference is a free convention when both terms of the offset use the same density. When they do not, the result can depend on it.

**Q.** Then what should I say about the short explanation, that the lineup needs only the density while the edges lack the self-energy?

**A.** It is correct about where the two pieces come from, but it needs a condition. The edges lack the nonlocal, energy-dependent self-energy, and they also carry the error of the approximate potential. Even the exact Kohn–Sham potential, which gives the exact density, has a band gap that lacks the derivative discontinuity. The lineup needs the density, but it needs the right one. It survives a better theory when that theory leaves the interface dipole and the bulk densities nearly as they were.

For your own interface, first obtain the shifts of both edges relative to $\bar U$ in each bulk. If the bulk densities barely change, $R\,\Delta M$ is the error the composed offset would have if the correction took the form chosen above. It is neither a bound nor a prediction. Corrections with the same bulk shifts can give a different $PDQ$ at the interface, zero included, and the two edges stand for whole bands: shifts that vary within a band can move the lineup even when $\Delta M=0$. If $\Delta M$ or $\Delta G$ matters at your accuracy, or if the bulk densities change, compute the lineup again with a self-consistent hybrid on the same ions and combine it with bulk edges from that hybrid. The model shows the mechanism and two ways for it to fail. It does not say how large these terms are in a given semiconductor. The numerical output below gives the values to more digits.

## Numbers as computed

```
plane spacing d = 2.5 bohr; area per site S = 50.0 bohr^2
hopping t = 0.05 Ha; planes in A, B = 59, 61
A: bare delta = 0.14 Ha; common level c = 0.0 Ha
A: ionicity = 0.6074 electrons per anion
A: valence edge - Ubar = -0.04459 Ha
A: conduction edge - Ubar = 0.04459 Ha
A: gap = 0.08918 Ha
A: dielectric constant, sum over states = 4.1748
A: homojunction d(lineup)/d(step) = -0.7605
A: -(1 - 1/eps) = -0.7605
B: bare delta = 0.18 Ha; common level c = 0.02 Ha
B: ionicity = 0.7259 electrons per anion
B: valence edge - Ubar = -0.04597 Ha
B: conduction edge - Ubar = 0.08597 Ha
B: gap = 0.13195 Ha
B: dielectric constant, sum over states = 2.3598
B: homojunction d(lineup)/d(step) = -0.5762
B: -(1 - 1/eps) = -0.5762
uncorrected lineup, Poisson = -0.012224 Ha
uncorrected lineup, charge moment = -0.012224 Ha
bulk valence term B-A = -0.00138 Ha
uncorrected valence offset = -0.01361 Ha
uncorrected conduction offset = 0.02916 Ha
gap opening A, B in both scissors = 0.02, 0.04 Ha
symmetric: largest density change = 3.3e-12 electrons
symmetric: lineup change = 2.8e-13 Ha
symmetric: valence offset, composed = -0.02361 Ha
symmetric: valence offset, direct = -0.02361 Ha
valence-only: midgap step B-A = -0.01000 Ha
valence-only: largest density change = 0.00758 electrons
valence-only: lineup change = 0.00648 Ha
valence-only: first-order lineup change = 0.00709 Ha
valence-only: valence offset, composed = -0.03361 Ha
valence-only: valence offset, direct = -0.02712 Ha
valence-only: error of composed offset = -0.176 eV
interface response, full correction = -0.70930
interface response, midgap part only = -0.70930
ionicity case: level shifts g in A, B = 0.005, 0.03 Ha
ionicity case: new ionicity A = 0.6237
ionicity case: new ionicity B = 0.7955
ionicity case: lineup change = 0.00454 Ha
ionicity case: composed, average reference = -0.03024 Ha
ionicity case: composed, anion reference = -0.03861 Ha
ionicity case: direct valence offset = -0.02570 Ha
```
